# Zero-energy edge states of graphene with a zigzag edge

## Question

I am working through the nearest-neighbour model of a graphene half-plane with a zigzag edge, period $a$ along the edge. The exercise says: find the zero-energy states, and show that edge states exist for $2\pi/3<ka<4\pi/3$, with an amplitude ratio of magnitude $2\cos(ka/2)$ between successive rows.

I can write one equation per atom, but then I get lost. Half of my amplitudes come out as zero, which looks like a mistake. At $ka=\pi$ the ratio is zero, which seems to kill the state altogether. And I don't see where the limits on $k$ come from, since the equations at $E=0$ appear solvable for every $k$.

I came to this from narrow graphene ribbons as possible interconnects, so I would also like to know how much of the result survives in a ribbon about 5 nm wide.

## Answer

Your zeros are right, and so is your remark that the equations can be solved for every $k$. The missing ingredient is normalization: for most $k$ the solution does not decay into the sheet.

### The equations

Let the edge run along $x$ and number the rows $n=0,1,2,\dots$ inward. Row $n$ contains one atom $A_n$ and one atom $B_n$ per period, and $A_0$ is the outermost atom. The neighbours are:

- $A_n$ has two neighbours $B_n$, displaced by $\pm a/2$ along $x$, and one neighbour $B_{n-1}$ at the same $x$.
- $B_n$ has two neighbours $A_n$, displaced by $\pm a/2$, and one neighbour $A_{n+1}$ at the same $x$.
- $A_0$ has no third neighbour, because there is no row $-1$.

Each atom carries one orbital of energy zero, and the hopping between nearest neighbours is $-t$ with $t>0$. I use atomic units in the algebra, so $\hbar=1$.

Translation symmetry along the edge lets us write the amplitude on an atom at position $x$ as $e^{ikx}$ times a number that depends only on row and sublattice. I call these numbers $A_n$ and $B_n$ too. Two neighbours at $\pm a/2$ then contribute the factor

$$e^{ika/2}+e^{-ika/2}=2\cos(ka/2)\equiv g .$$

The Schrödinger equation becomes

$$E A_n=-t\,(gB_n+B_{n-1}),\qquad E B_n=-t\,(gA_n+A_{n+1}),$$

with $B_{-1}=0$ for the missing row.

### Solving at zero energy

At $E=0$ the two sublattices separate:

$$gB_0=0,\qquad gB_n+B_{n-1}=0\ \ (n\ge1),\qquad gA_n+A_{n+1}=0\ \ (n\ge0).$$

Take the $B$ amplitudes first. If $g\neq0$, the first equation gives $B_0=0$, and then $B_n=-B_{n-1}/g$ gives $B_1=0$, $B_2=0$ and so on. If $g=0$, the second equation reads $B_{n-1}=0$ for every $n\ge1$. Either way all $B_n$ vanish. This is the half of your amplitudes that came out as zero.

The $A$ amplitudes meet no such condition at the edge. Their equations belong to the $B$ atoms, none of which lacks a neighbour. They give

$$A_{n+1}=-2\cos(ka/2)\,A_n,\qquad A_n=(-g)^nA_0 .$$

So "successive rows" means successive rows of the edge sublattice. For each $k$ there is one solution, up to a constant factor.

The physics is interference. At each $B_n$, the waves arriving from the two $A_n$ atoms and from $A_{n+1}$ must cancel. At $ka=\pi$ the two $A_n$ atoms have opposite signs and cancel by themselves, so nothing is needed on $A_{n+1}$. The state is not killed: it sits entirely on the edge row, with $A_0\neq0$.

### Where the window comes from

A bound state must have a finite norm per edge period:

$$\sum_{n=0}^{\infty}|A_n|^2=|A_0|^2\sum_{n=0}^{\infty}g^{2n}.$$

This geometric series converges if and only if $|g|<1$, that is $|\cos(ka/2)|<1/2$. For $0\le ka<2\pi$ the angle $ka/2$ runs from $0$ to $\pi$ and its cosine falls steadily. The condition therefore means $\pi/3<ka/2<2\pi/3$, or

$$\frac{2\pi}{3}<ka<\frac{4\pi}{3}.$$

Inside the window the sum is $|A_0|^2/(1-g^2)$, so normalization gives $|A_0|^2=1-g^2$. At the two ends $|g|=1$: the amplitude has the same size in every row and the state is not bound. Outside, it grows inward. Since all $B_n$ vanish for every $k$, no other zero-energy bound state can take its place.

The window covers one third of the edge Brillouin zone, which means one edge state per three periods for each spin.

The sign of the ratio depends on a convention. Replacing $k$ by $k+2\pi/a$ changes $g$ to $-g$, yet describes the same state. Neighbouring $A$ rows are shifted by $a/2$ along $x$, so the factor $e^{ikx}$ gains an extra sign from row to row, which compensates. The magnitude $|2\cos(ka/2)|$ is free of this choice.

### Depth of the state, and the bulk levels

The rows are $\sqrt3a/2$ apart, so $A_n$ lies at depth $y_n=n\sqrt3a/2$. Setting $|g|^n=e^{-y_n/\xi}$ gives the amplitude decay length

$$\xi=-\frac{\sqrt3\,a/2}{\ln|g|}.$$

Just inside the lower end, put $ka=2\pi/3+\kappa a$ with small $\kappa>0$. Then

$$g=2\cos\!\left(\frac{\pi}{3}+\frac{\kappa a}{2}\right)\approx1-\frac{\sqrt3}{2}\kappa a,\qquad \ln g\approx-\frac{\sqrt3}{2}\kappa a,\qquad \xi\approx\frac1\kappa .$$

The state reaches ever deeper as $k$ approaches the end of the window, where it merges with the bulk.

For the bulk levels at the same $k$, insert $A_n=\alpha e^{iqn}$ and $B_n=\beta e^{iqn}$ far from the edge:

$$E\alpha=-t(g+e^{-iq})\beta,\qquad E\beta=-t(g+e^{iq})\alpha .$$

Multiplying the two equations gives

$$E^2=t^2|g+e^{iq}|^2=t^2(1+g^2+2g\cos q)\ge t^2(1-|g|)^2 .$$

At fixed $k$ inside the window, the edge state thus lies in the middle of a gap with bulk levels starting at $\pm t(1-|g|)$. This gap closes at the window ends, which are the projected Dirac points.

### Numbers for one edge

I take $a=2.46$ angstrom, $t=2.7$ eV and $ka=3\pi/4$. Then

$$g=2\cos(3\pi/8)=0.7654,\qquad |A_0|^2=1-0.5858=0.4142 .$$

Each further row has $g^2=0.5858$ times the weight of the row before: 0.414, 0.243, 0.142, 0.083, 0.049. These five rows hold 93% of the state. With a row spacing of 2.130 angstrom,

$$\xi=\frac{2.130}{0.2674}=7.97\ \text{angstrom}=0.797\ \text{nm}.$$

The nearest bulk levels at this $k$ are at $\pm2.7\times(1-0.7654)=\pm0.63$ eV.

The depth varies strongly across the window. It is 22.1 angstrom at $ka=0.70\pi$, 4.4 angstrom at $0.80\pi$ and 1.8 angstrom at $0.90\pi$. For the first of these, $\kappa a=0.0333\pi=0.105$, and the estimate $1/\kappa$ gives 23.5 angstrom.

### A ribbon has two edges

Take $N$ rows. The second edge ends on $B_{N-1}$ and has its own state on the $B$ atoms. With $w=(1-g^2)/(1-g^{2N})$ for normalization over $N$ rows, the two states are

$$L:\ A_n=\sqrt w\,(-g)^n,\qquad R:\ B_n=\sqrt w\,(-g)^{N-1-n}.$$

Apply $H$ to $L$. The result vanishes on every $B_n$ except the last, where the partner $A_N$ is missing and $-tgA_{N-1}$ remains uncancelled. Hence

$$\langle R|H|L\rangle=\sqrt w\,(-tg)\sqrt w\,(-g)^{N-1}=tw(-g)^N .$$

The diagonal elements are zero, because $H$ connects only opposite sublattices. Within these two states the energies are therefore

$$E=\pm\,t\,\frac{1-g^2}{1-g^{2N}}\,|g|^N .$$

This is a first-order result, good while $|E|$ is far below the bulk gap. It fails near the window ends, where $\xi$ becomes comparable with the width.

For $N=24$ the ribbon is 49.7 angstrom (4.97 nm) wide, measured between the outermost atoms. At $ka=3\pi/4$ the splitting $2|E|$ is $2\times2.7\times0.4142\times0.7654^{24}=0.0037$ eV. Diagonalizing the full $48\times48$ matrix gives the same value. At this $k$ the finite width hardly matters.

### Hopping to farther neighbours

**Second neighbours**, with hopping $-t_2$, connect $A$ to $A$. Each $A_n$ has two such neighbours in its own row at $\pm a$, two in row $n+1$ at $\pm a/2$, and two in row $n-1$ at $\pm a/2$. The first-order energy of the normalized edge state is

$$-t_2\Big[2\cos ka+2g\sum_nA_nA_{n+1}\Big]=-t_2\,(2\cos ka-2g^2),$$

because $A_{n+1}=-gA_n$ makes the sum equal to $-g$. With $g^2=4\cos^2(ka/2)=2+2\cos ka$, this equals $t_2(4+2\cos ka)$.

The Dirac point moves as well. A bulk wave has second-neighbour energy $-t_2(2\cos ka+2g\cos q)$. At the Dirac point $g=1$, $q=\pi$ and $\cos ka=-1/2$, which gives $3t_2$. Measured from there, the edge level is at

$$E_{\rm edge}=t_2(1+2\cos ka)=-t_2(1-g^2).$$

For $t_2=0.1$ eV and $ka=3\pi/4$ this is $-0.041$ eV.

The flat band also acquires a slope, $dE/dk=-2t_2a\sin ka=-0.35$ eV angstrom. The Dirac cone has slope $\sqrt3ta/2=5.75$ eV angstrom, as follows from $t(1-|g|)$ near the window end. In the nearest-neighbour model the edge state has no velocity at all. With $t_2$ it has, at this $k$, 6% of the velocity of the cone.

**Third neighbours**, with hopping $-t_3$, connect atoms across a hexagon. For $B_n$ they are $A_{n-1}$ at the same $x$ and two $A_{n+1}$ atoms at $\pm a$. With $s=t_3/t$, and $t_2$ set to zero again, the equation at $B_n$ for $E=0$ becomes

$$(1+2s\cos ka)A_{n+1}+gA_n+sA_{n-1}=0,\qquad A_{-1}=0 .$$

Inserting $A_n=\lambda^n$ gives

$$p\lambda^2+g\lambda+s=0,\qquad p=1+2s\cos ka .$$

The condition $A_{-1}=0$ requires a combination of both solutions, so both roots must satisfy $|\lambda|<1$. Let $0<s<1/3$. The product of the roots is $s/p$, and it is below 1 because $p\ge1-2s>s$. A complex pair then lies inside the unit circle. Two real roots both lie between $-1$ and $1$ if the polynomial is positive at $\lambda=\pm1$, that is if $|g|<p+s$. (Two roots beyond the same end would have a product above 1.) A complex pair also satisfies this inequality, since its polynomial has no real zero. Using $2\cos ka=g^2-2$,

$$p+s-|g|=1-|g|-s(1-g^2)=(1-|g|)\,\big[1-s(1+|g|)\big].$$

As $|g|\le2$ and $s<1/3$, the bracket is positive, so the condition is again $|g|<1$.

The $B$ amplitudes obey $sB_{n+1}+gB_n+pB_{n-1}=0$ with $B_{-1}=0$. Here too both roots would have to lie inside the unit circle, but their product is $p/s>1$, so no bound state arises on the $B$ atoms. The window does not move, although the ratio does.

For $t_3=0.2$ eV we have $s=0.074$ and $p=0.895$, and the roots are $-0.744$ and $-0.111$. The first step is $|A_1/A_0|=g/p=0.855$, which is 12% above the simple value 0.765. Deep in the sheet the larger root takes over, and the ratio is 0.744, 3% below it.

### Electron repulsion

A flat band at the Fermi level responds strongly to repulsion. In mean field, an on-site repulsion $U$ gives a spin-up electron the site energy $U(n_\downarrow-\tfrac12)$. I keep only nearest-neighbour hopping here. The undoped ribbon then has a solution with $n_\uparrow+n_\downarrow=1$ on each site. With the moment $m=n_\uparrow-n_\downarrow$, the site energy is $-Um/2$ for spin up and $+Um/2$ for spin down. Changing the sign of all $B$ amplitudes reverses the hopping terms, so it turns every occupied spin-up state into an empty spin-down state with the same density. This gives $n_\uparrow=1-n_\downarrow$, as assumed.

I iterated these equations to self-consistency for the 24-row ribbon with $U=3$ eV and 60 values of $k$ in half the zone, starting from opposite moments on the two sublattices. The solution keeps a moment of 0.29 Bohr magnetons on each edge atom, with opposite signs at the two edges.

To first order, a spin-up edge state moves down by $\tfrac U2\sum_n|A_n|^2m_n$ at one edge and up by the same amount at the other, where $m_n$ is the moment on $A_n$. The splitting is

$$\Delta\approx U\sum_n|A_n|^2m_n=0.42\ \text{eV}$$

at $ka=3\pi/4$; diagonalizing the mean-field matrix gives 0.41 eV. The smallest gap of the whole ribbon on this grid of $k$ is 0.22 eV.

### What this means for a real ribbon

The hoppings and $U$ used here are rough typical values for graphene, so the energies that follow from them are rough too. With these values, for the 24-row ribbon at $ka=3\pi/4$, the largest of the three energy shifts compared here comes from electron repulsion. It moves the edge levels from zero to about $\pm0.21$ eV, against 0.04 eV from second neighbours and 0.002 eV from finite width. This order depends on $t_2$: the second-neighbour shift is $-t_2(1-g^2)$, so $t_2=0.5$ eV would make it as large as the shift from repulsion. For an interconnect the gap matters more than the level positions. At a rough working temperature of 378 K the thermal energy is 0.033 eV, about one seventh of the 0.22 eV gap, so within mean field, and with nearest-neighbour hopping only, the undoped ribbon with opposite edge moments is a semiconductor and not a metallic wire. The alignment of the edges matters here. The same equations have a second solution with parallel edge moments, which has no gap and lies only about 1 meV per period higher. At the working temperature, opposite alignment therefore cannot be taken for granted along the whole ribbon, and the model does not settle how a warm ribbon conducts. Doping, fluctuations beyond mean field and long-range Coulomb forces also matter, and I have not estimated them. Real edges may also be rough or chemically altered. The derivation needs a straight zigzag edge with equal site energies, so the numbers above should not be carried over to an edge without that order.

Numerical values quoted here were computed with a short program.
